Saturated Submonolayer Growth in Atomic Layer Deposition with Bulky Ligands

**Q:** My copper process adds far less than one atomic layer per cycle. A saturated pulse should fill the surface, so I conclude that my precursor pulse is too short. What else could it mean?

**A:** It could mean that the ligands leave no room for another precursor molecule while most metal sites are still empty. "Saturated" means that no further precursor molecule can adsorb. "One monolayer" means one copper atom per surface site. The second does not follow from the first, because a molecule arrives with its ligands attached and they need room too.

**Q:** Then define the surface and the molecule so that I can check this.

**A:** Take the (111) face of fcc copper with cubic lattice constant a. Its sites form a triangular lattice with spacing s, area A per site and layer spacing d:

s = a/√2
A = (√3/2)s² = √3 a²/4
d = a/√3

Their product is A d = a³/4, the bulk volume per atom, since the cubic cell holds four atoms. Let θ be the number of copper atoms adsorbed per site in one pulse, so that θ = 1 is one monolayer (ML). There are θ/A atoms per unit area, each finally occupying the volume A d in a dense film. The growth per cycle is therefore

g = (θ/A)(A d) = θ d.

Each adsorbed copper atom keeps a ligand shell, which I model as a hard disc of diameter D. Two such atoms must be at least D apart. Adsorption is irreversible, the adsorbates do not move, and each event brings one copper atom and one disc. The purge removes unbound gas. The co-reactant then removes all ligands and keeps all the copper. As an idealisation, every cycle starts on the same flat surface, although a real, partly filled layer has steps or islands.

**Q:** Could a long enough pulse still squeeze in a full monolayer?

**A:** Not if D > s. Squared distances between lattice sites, in units of s², have the form i² + ij + j² with integer i and j. The nonzero values begin 1, 3, 4, 7, 9. Let T be the smallest of them that is not below (D/s)². Any two adsorbed atoms are then at least s√T apart, so discs of diameter s√T drawn around them do not overlap.

For N atoms on M sites, with M large enough to neglect edges, the total disc area cannot exceed the surface area:

N π(s√T)²/4 ≤ M A = M(√3/2)s²

Dividing by M and by πTs²/4 gives

θ = N/M ≤ (√3/2)·4/(πT) = 2√3/(πT).

If D > s, the value 1 is excluded and T is at least 3, so θ ≤ 0.37. Dose and sticking probability do not appear in this argument. If D ≤ s, neighbouring sites can both be filled and a full monolayer is allowed.

**Q:** That is a ceiling. Could the surface stop at almost nothing?

**A:** There is also a floor. One adsorbed atom closes its own site and z others, namely all those closer than D. At saturation every site is closed by at least one atom. N atoms close at most N(1 + z) sites, so

M ≤ N(1 + z), and therefore θ_sat ≥ 1/(1 + z).

Closed regions may overlap, which is why this is a bound and not the value.

**Q:** Put in numbers for a copper precursor.

**A:** I take rough values for a bulky metal-organic precursor: a = 0.36 nm and D = 0.70 nm. Then s = 0.2546 nm, A = 0.0561 nm² and d = 0.208 nm. The squared ratio is

(D/s)² = 7.56.

The separations with squared values 1, 3, 4 and 7 are forbidden. They belong to 6, 6, 6 and 12 neighbours, so 1 + z = 31. The next value is T = 9. The saturated coverage must therefore satisfy

1/31 = 0.032 ≤ θ_sat ≤ 2√3/(9π) = 0.123.

Even the ceiling is about one eighth of a monolayer.

**Q:** Where in that window does the surface stop?

**A:** That depends on the order in which molecules land. Measure the dose by τ, the mean number of reactive attempts per site. An attempt is an arrival that would adsorb if the site were open. Attempts are random and independent, with the same mean rate on every site. Let φ be the fraction of sites still open. During a small dose dτ, a fraction dτ of the open sites is attempted, so on a large surface

dθ/dτ = φ.

A site never reopens during the pulse. If its first attempt finds it open, it is filled; if it finds it closed, it stays closed. Later attempts change nothing. One can therefore give every site a random first-attempt time, go through the sites in that order, and adsorb wherever the site is still open. This samples the model's final state without approximating its kinetics.

For the copper example the average over many simulated surfaces is

θ_sat = 0.0628 ML.

**Q:** How do I know that the simulation is right?

**A:** One test used a periodic lattice of 8 × 8 sites, small enough for an exact average. Let E(O) be the mean number of further adsorptions when O is the set of open sites. The next molecule is equally likely to occupy any open site, so

E(O) = 1 + average over i in O of E(O without the sites closed by i), with E(empty set) = 0.

This recursion gives 3.928 adsorbates, and the simulation gave 3.927 ± 0.004.

A second test uses the rate law. Integrated from a clean surface it reads

θ_sat = ∫₀^∞ φ dτ.

The fraction φ(τ) is the fraction of sites whose closing time exceeds τ, so the integral is the mean closing time of a site. The simulated mean is 0.0626, against 0.0628 from counting atoms. The relative difference of 0.3 % lies within the counting scatter allowed in the test.

**Q:** What growth per cycle does that give?

**A:** Multiply by the layer spacing:

g = 0.0628 × 0.208 nm = 0.013 nm = 0.13 Å per cycle.

A film of 10 nm needs about 770 cycles. One monolayer's worth of copper takes 1/0.0628 ≈ 16 cycles. That is a statement about the amount of copper, not about how evenly it is spread.

**Q:** So the ligands cover the whole surface when it stops?

**A:** No. The discs shade the fraction

θ_sat(πD²/4)/A = 0.43

of the area, and 57 % lies between them. The gaps are too small or badly placed for another disc of 0.70 nm. They still have room for something smaller. For a molecule of diameter 0.30 nm the required centre distance is (0.70 + 0.30)/2 = 0.50 nm. On one saturated surface that was examined, 26 % of the sites met this condition. Those sites exist and are empty; what is missing is room for the large molecule.

**Q:** All this describes an infinite dose. How long must a real pulse be?

**A:** Use the fact that an open site has never been attempted. For random attempts with mean τ, the probability of no attempt is e^(−τ), so φ ≤ e^(−τ). Moreover, each later adsorption uses up at least one site that is open now. Hence

θ_sat − θ(τ) ≤ φ(τ) ≤ e^(−τ).

This certifies the dose without asking whether θ is near 1.

To convert τ into seconds we need the gas flux F. For an ideal gas at pressure p and temperature T_s, with molecular mass m, the number density is p/(k_B T_s). Averaging the velocity component v towards the surface gives

F = [p/(k_B T_s)] √(m/(2πk_B T_s)) ∫₀^∞ v exp[−mv²/(2k_B T_s)] dv.

The integral equals k_B T_s/m, so

F = p/√(2πm k_B T_s).

With reactive sticking probability S and pulse time t,

τ = S F A t.

Take 0.1 Torr, 450 K, a mass of 300 u and S = 0.001. The flux is 9.56 × 10⁴ molecules per nm² per second, and the attempt rate per site is

0.001 × 9.56 × 10⁴ × 0.0561 ≈ 5.4 per second.

A pulse of 2 s has τ = 10.7. Its coverage deficit is at most 2.2 × 10⁻⁵ ML, which is 0.035 % of θ_sat. The pulse is complete, although 94 % of a monolayer is absent.

**Q:** Is the approach to saturation a simple exponential?

**A:** Not over the whole pulse. At first the closed regions hardly overlap. In general, overlap can only leave more sites open than separate counting suggests, so

φ ≥ 1 − (1 + z)θ.

Write c = 1 + z, insert this into the rate law and multiply by e^(cτ):

d[θe^(cτ)]/dτ = e^(cτ)(dθ/dτ + cθ) ≥ e^(cτ).

Integrating from θ = 0 at τ = 0 and dividing by e^(cτ) gives

θ(τ) ≥ (1 − e^(−cτ))/c.

The initial filling is therefore fast. For cτ much smaller than 1, θ ≈ τ. Later, growth must wait for attempts on a few scattered open sites. In the simulation θ is 0.038 at τ = 0.1, 0.060 at τ = 1 and 0.0625 at τ = 3. Going from τ = 1 to τ = 3 still adds 5 % to the coverage. A curve that looks nearly flat can thus have a slow tail.

For the chosen gas conditions, 99 % of θ_sat is reached after about 0.44 s, a figure with a sampling uncertainty of about 0.02 s. The bound e^(−τ) guarantees it after 1.4 s; the bound is safe but not sharp.

**Q:** I do not know S for my precursor, so I do not know τ. Can I still tell a complete pulse from a short one?

**A:** Yes, within this model, by doubling the dose. Keep the precursor partial pressure, temperature, purge and co-reactant step fixed, and double only the precursor pulse time. This doubles τ only if the source sustains its partial pressure; if the supply runs down during the pulse, a longer pulse adds little dose and an underdosed surface can look saturated. Define the relative gain

r = [θ(2τ) − θ(τ)]/θ(τ).

It can be measured as a ratio of growths per cycle. To see what it says, write

φ(τ) = e^(−τ) h(τ).

Here h is the probability that a site is open, given that it has not itself been attempted. Its surroundings can only close it as the dose rises, so h does not increase. Let Δ(τ) = θ_sat − θ(τ) be the deficit. Integrating the rate law from 2τ onward and shifting the variable by τ,

Δ(2τ) = ∫_τ^∞ φ(u + τ) du = e^(−τ) ∫_τ^∞ e^(−u) h(u + τ) du.

Because h(u + τ) ≤ h(u), the last integral is at most Δ(τ). Thus

Δ(2τ) ≤ e^(−τ)Δ(τ).

The gain in coverage is the drop in deficit:

θ(2τ) − θ(τ) = Δ(τ) − Δ(2τ) ≥ (1 − e^(−τ))Δ(τ).

Every filled site has been attempted, so θ(τ) ≤ 1 − e^(−τ). Replacing the bracket by the smaller θ(τ) and dividing by it gives

Δ(τ) ≤ r, with Δ in monolayers.

The unknown S has dropped out. If doubling changes the growth by less than 0.1 %, less than 0.001 ML is missing. That is at most 1.6 % of θ_sat in the copper example.

**Q:** What would my suspected short pulse look like in this test?

**A:** First take a precursor without lateral blocking. Then z = 0, φ = 1 − θ, and the rate law gives θ = 1 − e^(−τ). Stop it at the same coverage, 0.0628 ML, which happens at τ = 0.065. Since e^(−2τ) = (1 − θ)², doubling the dose gives

1 − (1 − θ)² = θ(2 − θ) = 0.122 ML.

The growth rises by a factor of 1.94. Here r = 1 − θ, which equals the true deficit, so the bound Δ ≤ r is attained.

Now take the bulky precursor with a pulse of 20 ms instead of 2 s. It reaches 0.0394 ML, and 40 ms gives 0.0483 ML, a gain of 22 %. This pulse really is short: it reaches 63 % of θ_sat. Yet its growth does not nearly double, because many sites are already blocked. A modest gain is therefore a warning, not a proof of saturation.

For the 2 s pulse, the gain in coverage on doubling cannot exceed the remaining deficit, which is itself at most 2.2 × 10⁻⁵ ML. Equal growth per cycle can thus go with opposite answers about the dose.

**Q:** If my curve is flat, have I proved that the ligands are responsible?

**A:** No. You have excluded underdosing only within the model's assumptions: equal sticking, immobile adsorbates and a dose that really doubled. If some sites react much more slowly, the curve can look flat over the doses you tried and rise again later.

A shortage of reactive sites also gives a flat curve. If a fraction f of the sites is reactive and there is no lateral blocking, saturation occurs at θ = f, and f = 0.063 would imitate our result. Changing the ligand size helps to separate the causes, provided that the reactive sites and the rest of the surface chemistry stay the same. Site limitation without blocking leaves θ at f. In the steric model, with the lattice fixed, θ_sat falls from 0.149 ML at D = 0.5 nm to 0.047 ML at 0.9 nm. It falls in steps: from 0.68 to 0.76 nm the same 31 sites are closed and θ_sat does not change. The two sizes compared must therefore lie on different steps; a change within one step shows nothing.

Both causes can act together. With a random half of the sites made inert, the copper example still reaches 0.058 ML, only 8 % less. An inert site holds no adsorbate and so closes nothing; the reactive sites around it stay available until an adsorbate elsewhere closes them.

**Q:** How far should I trust 0.013 nm per cycle for a real copper process?

**A:** As an estimate of size within the model, not as a prediction for a particular process. The sticking probability is an assumption and may be wrong by orders of magnitude; it changes the time needed, not θ_sat. The effective ligand size matters more: from D = 0.5 to 0.9 nm the model's growth falls from 0.031 to 0.010 nm per cycle. Real adsorbates may also move. With an assumed attempt rate ν = 10¹³ per second at 450 K, fewer than one hop in t = 2 s needs a hopping barrier above k_B T_s ln(νt) ≈ 1.2 eV; a barrier of 0.5 eV gives about 2.5 × 10⁷ hops per second. Hops reopen sites, so the coverage can creep above the jammed value, and the bounds e^(−τ) and Δ ≤ r, which assume that no site reopens, no longer hold. An ordered array with spacing 3s holds 1/9 = 0.111 ML, or 1.8 times the jammed value. This is the most that can fit: equal discs cover at most π/√12 = 0.907 of a plane, which tightens the ceiling from 0.123 ML to 1/T = 0.111 ML. In the other direction, a detached ligand may stay on the copper and take up a footprint of its own. If every copper atom leaves one such spectator of equal size, half the discs carry no copper. Assuming that the total number of discs at saturation stays the same, which was not simulated, the coverage drops to 0.031 ML.

**Q:** What would break the saturation itself?

**A:** Loss of ligands during the pulse, for one. If the ligands leave the surface, sites can reopen and growth can continue with dose. Desorption of whole adsorbates instead lowers the retained coverage during the purge. For either process, with attempt rate ν and barrier E, the fraction lost in time t is

1 − exp[−νt e^(−E/(k_B T_s))].

Setting this to 0.01 and solving for the barrier gives

E = k_B T_s ln[νt/(−ln 0.99)].

With an assumed ν = 10¹³ per second, a 7 s cycle and 450 K, E = 1.42 eV, rounded up. Each process stays below 1 % per cycle if its barrier is higher than this.

The ceiling also changes if one footprint brings several metal atoms: with q atoms per molecule, it is multiplied by q. Roughness matters too, because growth is normally counted per projected area. To imitate a full monolayer in the copper example, the true area would have to be 16 times the projected area.

**Q:** Then what should I do with my recipe before I lengthen the pulse?

**A:** Measure the growth at the present pulse time and at twice that time, with everything else fixed. If it rises, the present pulse may be short, or ligand loss may be adding growth; extend the series to see whether it levels off. If it stays the same within your resolution, that resolution is an upper limit on r, and hence on the missing coverage in monolayers under the model's assumptions, which include immobile adsorbates and a precursor pressure that holds throughout the longer pulse. A resolution of 1 % still allows 0.01 ML to be missing, which is 16 % of θ_sat in the copper example. The distance from one monolayer gives no such limit. The numerical output below gives the dose curve and the dependence on ligand size.

Computed values

```
lattice constant = 0.36 nm; ligand disc D = 0.70 nm
precursor mass = 300 u; temperature = 450 K
pressure = 0.1 Torr; sticking = 0.001
pulse = 2.0 s; whole cycle = 7.0 s
site spacing = 0.2546 nm; site area = 0.05612 nm^2
(111) layer spacing = 0.2078 nm
full monolayer = 17.82 atoms/nm^2
(D/spacing)^2 = 7.562; T = 9
sites closed by one adsorbate = 31
coverage floor = 0.0323 ML; ceiling = 0.1225 ML
jammed coverage = 0.06277 +/- 0.00005 ML
mean closing time (in tau) = 0.06256
8x8 lattice, exact mean adsorbates = 3.9277
8x8 lattice, simulated = 3.9268 +/- 0.0041
metal per cycle = 1.118 atoms/nm^2
growth per cycle = 0.01305 nm = 0.1305 angstrom
cycles for 10 nm = 767
area shaded by ligands = 43.0 %
sites open to 0.30 nm probe = 25.8 %
dose curve: tau, coverage (ML), open fraction
  0.01  0.00876  0.744076
  0.03  0.02045  0.454896
  0.10  0.03843  0.144389
  0.30  0.05157  0.030814
  1.00  0.05955  0.004464
  3.00  0.06245  0.000326
gas flux = 9.56e+04 molecules/(nm^2 s)
reactive attempts per site = 5.365 per s
tau of full pulse = 10.73
largest possible deficit = 2.19e-05 ML
deficit / jammed coverage < 0.035 %
99 % reached: tau = 2.339, time = 0.436 s
99 % guaranteed: tau = 7.37, 1.37 s
short pulse = 20 ms, tau = 0.1073
short pulse coverage = 0.03944 ML; doubled = 0.04826 ML
unblocked precursor, same coverage: tau = 0.06482
  its coverage after doubling = 0.12159 ML
  its growth factor on doubling = 1.937
ligand diameter (nm), jammed coverage (ML), growth (nm/cycle)
  0.5  0.1488  0.0309
  0.6  0.0957  0.0199
  0.7  0.0626  0.0130
  0.8  0.0518  0.0108
  0.9  0.0466  0.0097
ordered packing = 0.1111 ML
ordered / jammed = 1.770
half of sites inert: coverage = 0.0577 ML
one spectator ligand per Cu: coverage = 0.0314 ML
area factor needed to imitate 1 ML = 15.9
assumed attempt rate = 1e+13 per s
barrier for 1 % loss per cycle = 1.415 eV
```
